# Why Pauli Blockade of a Double Dot Depends on Bias Polarity

Q: I have two quantum dots in series, the left one connected to the source and the right one to the drain. Near the transition between charge states (1,1) and (0,2), current flows for one sign of bias and almost vanishes for the other. What differs between the two directions?

A: Follow the electrons; the conventional current runs the other way. The pairs $(N_L,N_R)$ count electrons on the left and right dots. The right dot keeps one electron throughout, so the cycles are

$$\text{forward: }(0,1)\to(1,1)\to(0,2)\to(0,1),$$
$$\text{reverse: }(0,1)\to(0,2)\to(1,1)\to(0,1).$$

In forward bias the second electron enters the empty left dot. Its spin may have any relation to the spin on the right, so singlets and triplets both form. The lowest (0,2) state puts both electrons in one orbital and must be a singlet, so a triplet cannot take the next step.

In reverse bias the second electron enters the occupied right dot. If only the lowest orbital is within reach, exclusion admits just the singlet, which can continue to (1,1) and leave on the left. Exclusion acts in both directions: in reverse it selects at the entrance, in forward after the electron is already inside.

Exclusion alone does not stop a current. The trapped state must have no other route to (0,2), and the trapped electron must be unable to return to the source. Spin-conserving tunnelling, assumed below, gives the triplets no route to the (0,2) singlet. At zero magnetic field a fixed spin rotation during tunnelling does not lift the blockade either: only one combination of the four degenerate (1,1) states couples to that singlet, so three stay blocked. A magnetic field splits those states. A field along the rotation axis leaves the blockade unchanged. For a field across the axis the rotation adds to the leak, but with equal Zeeman energies in the two dots one state stays blocked: for the parameters used below, a rotation of 0.5 rad and a perpendicular Zeeman energy of 5 µeV raise the leak at zero detuning only about threefold, from 4.0 to 11.5 fA. For a (1,1)-(2,0) transition, exchanging the names of the dots exchanges the blocked polarity.

Q: Can you show that the triplet amplitude is zero, not merely small?

A: Let $L_\sigma^\dagger$ and $R_\sigma^\dagger$ create electrons in the lowest left and right orbitals. They anticommute. Spin-conserving tunnelling from left to right is $t_1\sum_\sigma R_\sigma^\dagger L_\sigma$, plus its conjugate. Define

$$|S_{11}\rangle,\ |T^0_{11}\rangle=\frac{L_\uparrow^\dagger R_\downarrow^\dagger\mp L_\downarrow^\dagger R_\uparrow^\dagger}{\sqrt2}|0\rangle,\qquad |S_{02}\rangle=R_\uparrow^\dagger R_\downarrow^\dagger|0\rangle,$$

with the minus sign for the singlet. Tunnelling replaces $L_\sigma^\dagger$ by $R_\sigma^\dagger$:

$$L_\uparrow^\dagger R_\downarrow^\dagger\to R_\uparrow^\dagger R_\downarrow^\dagger,\qquad L_\downarrow^\dagger R_\uparrow^\dagger\to R_\downarrow^\dagger R_\uparrow^\dagger=-R_\uparrow^\dagger R_\downarrow^\dagger .$$

In the singlet the two minus signs cancel and the terms add, giving $t_1(1+1)/\sqrt2=\sqrt2\,t_1$. In $T^0_{11}$ they subtract to zero. For parallel spins the result contains $R_\uparrow^\dagger R_\uparrow^\dagger=0$, or the same with down spins. All three triplets are therefore excluded.

Q: How often does a triplet load, and how many electrons pass before one does?

A: Suppose the right spin is up and the source is unpolarised. Half the time the new spin is up, which gives a triplet. The other half gives

$$L_\downarrow^\dagger R_\uparrow^\dagger|0\rangle=\frac{|T^0_{11}\rangle-|S_{11}\rangle}{\sqrt2},$$

with singlet weight $1/2$. The singlet probability is thus $p=1/4$ and the triplet probability $3/4$. A right spin pointing down gives the same result.

If triplets have no exit, $n$ electrons pass before trapping with probability $p^n(1-p)$. The mean is

$$\sum_{n=0}^{\infty}n p^n(1-p)=\frac{p}{1-p}=\frac13 .$$

One triplet is enough to stop the current, because its charge keeps the next electron out.

Q: Then why does a triplet state of (0,2) restore the current?

A: It uses a second right-dot orbital, $R_2$. In silicon this can be the other valley state. Two parallel spins may occupy different orbitals, and tunnelling gives

$$t_2R_{2\uparrow}^\dagger L_\uparrow\,L_\uparrow^\dagger R_\uparrow^\dagger|0\rangle=t_2R_{2\uparrow}^\dagger R_\uparrow^\dagger|0\rangle .$$

The amplitude is $t_2$, and by spin rotation it is the same for all three triplets.

The energy must also fit. Measure energies from the (1,1) addition level, so $E_{11}=E_{01}=0$, and let $\varepsilon=E_{11}-E_{S02}$. Let the second orbital cost $D$, and let an effective exchange term lower its triplet by $K$. Then

$$E_{T02}=-\varepsilon+D-K,\qquad \delta_T=E_{11}-E_{T02}=\varepsilon-D_{ST},\qquad D_{ST}=D-K .$$

The triplet is resonant at $\varepsilon=D_{ST}$. The singlet with one electron in each orbital lies at $-\varepsilon+D+K$.

Q: Does the current switch on at that point and stay on?

A: That depends on whether the electron can give up energy. Take one spin sector, with $a$ its (1,1) state and $b$ its (0,2) state. Let $\delta=E_a-E_b$, let $t$ be the tunnelling amplitude, and let $G$ be the exit rate from $b$. A bath transfers electrons inelastically at rates $W_{ab}$ and $W_{ba}$. With weak lead coupling the density matrix obeys

$$\dot\rho_{aa}=-\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{ab}-W_{ab}\rho_{aa}+W_{ba}\rho_{bb},$$
$$\dot\rho_{bb}=\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{ab}+W_{ab}\rho_{aa}-(W_{ba}+G)\rho_{bb},$$
$$\dot\rho_{ab}=-\left(g+\frac{i\delta}{\hbar}\right)\rho_{ab}+\frac{it}{\hbar}(\rho_{aa}-\rho_{bb}).$$

Each process that empties a level damps the coherence at half its rate, so $g=(G+W_{ab}+W_{ba})/2$.

Start in $a$ and integrate over all time. Let $A$ and $B$ be the integrals of $\rho_{aa}$ and $\rho_{bb}$, the mean times spent in the two levels. The coherence begins and ends at zero, hence

$$\int_0^\infty\rho_{ab}\,d\tau'=\frac{(it/\hbar)(A-B)}{g+i\delta/\hbar}.$$

Multiplying numerator and denominator by $g-i\delta/\hbar$ and taking the imaginary part gives the coherent transfer $w(A-B)$, where

$$w=\frac{2(t/\hbar)^2g}{g^2+(\delta/\hbar)^2}.$$

The population of $a$ falls from 1 to 0, and that of $b$ begins and ends at 0:

$$-1=-w(A-B)-W_{ab}A+W_{ba}B,$$
$$0=w(A-B)+W_{ab}A-(W_{ba}+G)B .$$

Their sum gives $B=1/G$. Collecting $A$ in the first equation gives $(w+W_{ab})A=1+(w+W_{ba})B$. The dwell time is therefore

$$\tau=A+B=\frac{1+(w+W_{ba})/G}{w+W_{ab}}+\frac1G .$$

Without the bath, the triplet's $w$ is a resonance and triplet transfer falls again beyond $D_{ST}$. The singlet is then far from its own resonance and also slow, so the current stays small and its maximum need not lie at $D_{ST}$: for the parameters used below, the full model without inelastic interdot rates peaks at only 0.20 pA, near 0.32 meV. With a bath that absorbs energy, $W_{ab}$ survives on the downhill side and holds the current up.

Q: How do these times become a current?

A: Let $\Gamma_S$ and $\Gamma_D$ be the lead rates per spin and orbital. With no magnetic field, unpolarised leads and spin-independent baths, the equations are unchanged by spin rotations. Any triplet escape makes the steady state unique, so that state is rotationally invariant and has no singlet-triplet coherence.

Either spin can enter the left dot, so the electron flux is $j=2\Gamma_SP_{01}$. A quarter of it enters the singlet sector and three quarters the triplet sector. Population equals entering flux times dwell time, and probabilities add to one:

$$\frac{j}{2\Gamma_S}+\frac{j\tau_S}{4}+\frac{3j\tau_T}{4}=1 .$$

Since $I_f=ej$,

$$I_f=\frac{e}{1/(2\Gamma_S)+\tau_S/4+3\tau_T/4}.$$

This assumes loading well below the source Fermi level, exit well above the drain Fermi level, a remote excited singlet, and fast relaxation of an electron left in $R_2$. Both electrons of either (0,2) state can exit, so $G=2\Gamma_D$.

In reverse, only one spin can join the electron in the lowest right orbital:

$$|I_r|=\frac{e}{1/\Gamma_D+\tau_r}.$$

Here $\tau_r$ is the same dwell time with $a=S_{02}$, $b=S_{11}$, $\delta=-\varepsilon$ and $G=\Gamma_S$.

Q: Give me numbers for a silicon MOS double dot.

A: Take rough, round parameters: temperature 0.10 K, so $k_BT=8.62$ µeV; $D=0.35$ meV and $K=0.05$ meV, so $D_{ST}=0.30$ meV; $t_1=t_2=2.0$ µeV; and $\Gamma_S=\Gamma_D=2.0\times10^8$ s$^{-1}$. The Fermi levels are 0.15 and −0.85 meV, a 1.00 mV bias, and are exchanged in reverse.

The total inelastic rate is $W=2.0\times10^7$ s$^{-1}$ for triplets. It is $4.0\times10^7$ s$^{-1}$ for singlets, because their amplitude is larger by $\sqrt2$. Detailed balance is imposed by $W_{ab}=W/(1+e^{-\delta/k_BT})$ and $W_{ba}=W-W_{ab}$.

At $\varepsilon=0$ the reverse singlet is resonant and $\tau_r\simeq2/\Gamma_S=10$ ns. Loading takes $1/\Gamma_D=5$ ns, so

$$|I_r|\simeq\frac{1.602\times10^{-19}\ \mathrm C}{15\times10^{-9}\ \mathrm s}=10.7\ \mathrm{pA}.$$

In forward bias the triplet is 0.30 meV off resonance. Uphill inelastic transfer is negligible, so $\tau_T\simeq(1+W_{ba}/G)/w$ with $g\simeq(G+W_{ba})/2$. The downhill return rate $W_{ba}$ raises $w$ and the factor $1+W_{ba}/G$ by the same 5%, so it cancels and $1/\tau_T\simeq t_2^2G/\delta_T^2$:

$$\frac1{\tau_T}\simeq\left(\frac{2.0}{300}\right)^2(4.0\times10^8\ \mathrm{s^{-1}})=1.78\times10^4\ \mathrm{s^{-1}}.$$

Triplet waiting dominates, so $I_f\simeq4e/(3\tau_T)=3.8$ fA. The distant triplet already leaks a little.

I also solved numerically for the steady state of the Lindblad equation with all 18 states of these charge configurations and orbitals. It includes the excited singlet and a valley relaxation rate of $1.0\times10^8$ s$^{-1}$. It gives 4.0 fA forward and 10.7 pA reverse, a ratio of about 2700. The (1,1) triplets hold 99.98% of the forward population. This ratio belongs to $\varepsilon=0$, where the reverse singlet is resonant. For $\varepsilon>0$ the reverse singlet must climb $\varepsilon$, and with these Fermi levels the ratio falls to about 20 at 0.05 meV and below 1 at 0.15 meV, although the forward current is still spin blocked there. For $\varepsilon<0$ the forward singlet step is uphill and slows as well, so spin matters less the further $\varepsilon$ falls. It still dominates at first: the forward current is 2.8 fA at −0.06 meV and 0.92 fA at −0.30 meV, with the (1,1) triplets holding 99.5% and 96% of the population. A narrow bump to 3.7 fA lies at $\varepsilon=-K=-0.05$ meV, where the state with electrons in $L$ and $R_2$, at energy $D$, is degenerate with the (0,2) triplet.

Q: And as I increase the detuning?

A: With the Fermi levels held fixed, the forward currents are:

| $\varepsilon$ (meV) | Full model (pA) | Formula (pA) |
|---:|---:|---:|
| 0.00 | 0.0040 | 0.0038 |
| 0.15 | 0.016 | 0.015 |
| 0.25 | 0.154 | 0.147 |
| 0.30 | 10.5 | 12.2 |
| 0.45 | 3.4 | 3.3 |

At 0.30 meV the triplet crosses in $\tau_T\simeq5.0$ ns. The singlet, now far from its own resonance, waits for the bath and has $\tau_S\simeq27.5$ ns. The time per electron is $2.5+27.5/4+3(5.0)/4=13.1$ ns, which gives 12.2 pA.

At 0.45 meV the triplet must lose 0.15 meV, mostly to the bath. The excited singlet, resonant at $D+K=0.40$ meV, is no longer remote here; it gives singlets an extra downhill route that the formula omits, which is why the formula is about 4% low in this row. Removing the inelastic interdot rates drops the full-model current from 3.4 to 0.015 pA. With $D$ reduced to 0.25 meV, the current peak moves from 0.30 to 0.20 meV, following $D_{ST}$.

The formula is 5% below the full result at $\varepsilon=0$. The cause is an electron sometimes left in $R_2$, which opens extra routes for the next one. Raising valley relaxation to $2.0\times10^{10}$ s$^{-1}$ returns the full result to 3.8 fA. At resonance the formula is 16% above the full result; I have not isolated the cause of that difference.

Q: How do you know the second orbital is responsible for the return?

A: Keep $\varepsilon=0.30$ meV and set to zero only the coherent and inelastic transfer from $L$ to $R_2$. The current falls from 10.5 pA to $2.9\times10^{-4}$ fA. What remains is thermal escape to the source, at rate

$$\kappa=\frac{\Gamma_S}{1+e^{0.15\,\mathrm{meV}/k_BT}}=5.5\ \mathrm{s^{-1}}.$$

Each escape lets $1/3$ electron pass on average before the next trapping, so $I=e\kappa/3$, which is this current. This floor belongs to the model, which conserves spin in each lead event and omits virtual exchange with the source. That exchange, estimated in the last answer, would raise it to about 0.18 fA, still far below 10.5 pA.

Q: Could the same triplet block the reverse current if I widen the bias?

A: It can be loaded, but spin does not forbid its next step: it can tunnel to the (1,1) triplet and leave on the left. Raising the upper Fermi level to 0.50 meV at $\varepsilon=0$ changes the reverse current from 10.7 to 4.7 pA. It is slower because this triplet must shed 0.30 meV, which takes about $1/W=50$ ns. The result therefore rests on the assumed inelastic rates: ten times smaller rates give 0.76 pA, and without them the current is 0.15 pA, with the (0,2) triplet holding 99% of the population.

Q: What would spoil these numbers in a real device?

A: Tenths of a meV for valley splitting and several meV for charging are reasonable rough sizes for silicon MOS dots. The tunnel coupling is at the weak end of a tunable range. At 20 µeV the leading-order leak, proportional to $t_2^2$, would be 100 times larger, about 0.4 pA. The value of $K$ is a lumped assumption; setting it to zero moves the threshold to 0.35 meV. The excited singlet is then resonant together with the triplet and the peak rises to 16 pA; the leak at $\varepsilon=0$ stays near 3.8 fA, and the widened reverse bias gives 14 pA instead of 4.7 pA, so it no longer lowers the reverse current. The choice $t_2=t_1$ is also an assumption, since tunnelling into the other valley depends on the valley phases of the two dots. With $t_2=0.1\,t_1$ and its inelastic rate scaled as $t_2^2$, the model gives 0.04 fA at $\varepsilon=0$ and 0.045 pA at 0.45 meV, while the resonance at 0.30 meV stays at 9.9 pA but is only about 1.2 µeV wide, so a static Gaussian detuning spread of 5 µeV lowers it to 1.4 pA. Real phonon rates vary with energy and carry a factor $(t/\delta)^2$. A tenfold smaller rate would lower the 0.45 meV current roughly tenfold and the 0.30 meV peak to 2.4 pA. The assumed rates are generous for phonons alone: a deformation-potential estimate for silicon dots of radius 12 nm, 50 to 100 nm apart, at these tunnel couplings gives about $10^5$ to $10^6$ s$^{-1}$. With such rates the model gives about 0.6 pA at 0.30 meV, 0.03 to 0.06 pA at 0.45 meV and 0.26 pA at the widened reverse bias. The polarity at $\varepsilon=0$ does not depend on them: with no inelastic interdot rates it is 3.8 fA forward and 10.7 pA reverse. The valley relaxation rate is assumed too: at $10^4$ s$^{-1}$ the leak at $\varepsilon=0$ is 6.4 fA, the ratio about 1700 and the current at 0.30 meV 5.1 pA, while at $2.0\times10^{10}$ s$^{-1}$ that current is 14.1 pA. Charge noise is omitted. The forward peak at 0.30 meV and the reverse peak at $\varepsilon=0$ are each only about 14 µeV wide at half maximum, and a static Gaussian detuning spread of 5 µeV lowers both to 7.7 pA and the ratio to about 1900.

Processes that change the spin add to this leak. Virtual exchange with the source flips the left spin at a second-order rate of about

$$\frac{\hbar\Gamma_S^2k_BT}{2\pi}\left(\frac1{E_1}+\frac1{E_2}\right)^2=1.7\times10^3\ \mathrm{s^{-1}}.$$

Here $E_1=0.15$ meV is the cost of emptying the left dot, and $E_2=7.85$ meV that of doubly filling it, for an 8.0 meV charging energy. The rate at which this exchange turns a triplet into a singlet is half as large, $8.3\times10^2$ s$^{-1}$ for each of the three triplets. That is about 5% of the elastic triplet escape rate at $\varepsilon=0$.

For nuclear spins I added static random Zeeman energies to each dot, with a rough spread of 2.0 neV per component, and averaged over draws. The leak hardly changes at $\varepsilon=0$, but rises from 15.9 to about 19.7 fA at 0.15 meV. That figure is a mean of 480 draws; means of only eight draws scatter by about 1 fA. At zero detuning, tunnelling shifts the singlets from the triplets by $\sqrt2t_1=2.8$ µeV. At 0.15 meV the (1,1) splitting is only about $2t_1^2/\varepsilon+t_2^2/|\delta_T|-t_2^2/(D+K-\varepsilon)=0.06$ µeV, where the last term comes from the excited (0,2) singlet, so weak fields mix the spins more easily.

A left-dot valley splitting of 0.30 meV leaves that excited level almost unloaded at 0.10 K: the source occupation there is $2.8\times10^{-8}$. The widened reverse bias is an exception: the loaded (0,2) triplet, also at 0.30 meV, could tunnel resonantly into that left level, so the 4.7 pA applies only if that route is closed. With a mutual charging energy of 2.0 meV, the nearest omitted charge state costs 1.85 meV at the 1.00 mV bias and 1.50 meV at the widened reverse bias.

Temperature also has a strong effect. At 1 K and $\varepsilon=0$ the model gives 1.4 pA forward and 8.5 pA reverse, a ratio of only 6. Triplets escape thermally to the source and reload with a new chance of being singlets. The omitted left valley is then also populated, so the 1 K currents are indicative. Strong blockade needs the (1,1) level many $k_BT$ below the source Fermi level, and $\varepsilon$ well below $D_{ST}$.

All numerical values are calculated from the stated model.
